\section*{Kink Angle of a Sheared Crack from the Maximum Hoop-Stress Criterion}

\section*{Problem}

A long, straight crack lies in a homogeneous, isotropic, linear-elastic body in plane strain. Polar coordinates $(r,\theta)$ are centred on its tip: $\theta=0$ points ahead of the crack and $\theta=\pm\pi$ are its traction-free faces. The loading is pure mode II, so the opening stress intensity factor $K_I$ vanishes and the shear factor $K_{II}$ is defined by
\[
\sigma_{r\theta}(r,0)=\frac{K_{II}}{\sqrt{2\pi r}},\qquad K_{II}>0 .
\]
The maximum hoop-stress criterion postulates that the crack grows along the ray on which $\sigma_{\theta\theta}$, taken at a fixed small $r$, is largest and tensile. Growth begins when $\sqrt{2\pi r}\,\sigma_{\theta\theta}$ on that ray reaches the toughness $K_{Ic}$.

\begin{enumerate}
\item[(a)] Derive the singular stresses $\sigma_{\theta\theta}$ and $\sigma_{r\theta}$ at the tip.
\item[(b)] Show that the crack kinks by about $70.5^\circ$ from its plane, and determine to which side.
\item[(c)] Find $K_{II}/K_{Ic}$ at the onset of growth.
\item[(d)] Extend the angle to a load that also contains $K_I>0$, and examine the limit of small $K_{II}$.
\item[(e)] The glass core of a chip package contains a through crack of half-length $a=20\ \mu\mathrm{m}$ near copper vias. Take $K_{Ic}=0.75\ \mathrm{MPa\sqrt m}$ and a local, flaw-free strength $\sigma_c=5$ GPa, both rough typical values. Find the remote shear that makes the crack grow, and estimate how neglected effects change the load and the angle.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The stresses at the tip}

Equilibrium without body forces is satisfied identically by an Airy function $\phi$ with
\[
\sigma_{\theta\theta}=\partial_r^2\phi,\quad
\sigma_{r\theta}=-\partial_r\!\left(\frac{\partial_\theta\phi}{r}\right),\quad
\sigma_{rr}=\frac{\partial_r\phi}{r}+\frac{\partial_\theta^2\phi}{r^2}.
\]
Compatibility of the strains requires $\nabla^4\phi=0$. For $\phi=r^{\lambda+1}f(\theta)$, applying the Laplacian twice gives
\[
\left[\frac{d^2}{d\theta^2}+(\lambda-1)^2\right]
\left[\frac{d^2}{d\theta^2}+(\lambda+1)^2\right]f=0 .
\]
In mode II the hoop stress is odd in $\theta$, so $f$ is odd:
\[
f=B\sin(\lambda+1)\theta+D\sin(\lambda-1)\theta .
\]
The stresses are $\sigma_{\theta\theta}=\lambda(\lambda+1)r^{\lambda-1}f$ and $\sigma_{r\theta}=-\lambda r^{\lambda-1}f'$. Free faces therefore require $f(\pi)=f'(\pi)=0$; the face at $-\pi$ follows by symmetry. Since $\sin(\lambda\pm1)\pi=-\sin\lambda\pi$, and likewise for the cosine,
\begin{align}
(B+D)\sin\lambda\pi&=0,\\
[(\lambda+1)B+(\lambda-1)D]\cos\lambda\pi&=0 .
\end{align}
A nonzero solution needs a vanishing determinant, $-2\sin\lambda\pi\cos\lambda\pi=-\sin2\pi\lambda=0$, so $\lambda$ is a multiple of $1/2$. The elastic energy near the tip is proportional to $\int r^{2\lambda-2}\,r\,dr$, which is finite for $\lambda>0$. A singular stress needs $\lambda<1$. This leaves $\lambda=1/2$.

For this value the second condition holds because $\cos(\pi/2)=0$, and the first gives $D=-B$. Hence
\[
f=B\left(\sin\frac{3\theta}{2}+\sin\frac{\theta}{2}\right)
=2B\sin\theta\cos\frac{\theta}{2}.
\]
Its derivative is $f'=B[\tfrac32\cos(3\theta/2)+\tfrac12\cos(\theta/2)]$. With $\cos(3\theta/2)=\cos(\theta/2)(2\cos\theta-1)$ this becomes
\[
f'=B\cos\frac{\theta}{2}\,(3\cos\theta-1).
\]
At $\theta=0$, $f'=2B$ and $\sigma_{r\theta}=-\tfrac12r^{-1/2}f'=-Br^{-1/2}$. The definition of $K_{II}$ then fixes $B=-K_{II}/\sqrt{2\pi}$, and
\begin{align}
\sigma_{\theta\theta}&=-\frac{3K_{II}}{2\sqrt{2\pi r}}\sin\theta\cos\frac{\theta}{2},\label{hoop}\\
\sigma_{r\theta}&=\frac{K_{II}}{2\sqrt{2\pi r}}\cos\frac{\theta}{2}(3\cos\theta-1).\label{shear}
\end{align}

\subsection*{(b) The kink angle}

For $\lambda=1/2$ we have $\sigma_{\theta\theta}=\tfrac34r^{-1/2}f$ and $\sigma_{r\theta}=-\tfrac12r^{-1/2}f'$, so
\begin{equation}
\frac{\partial\sigma_{\theta\theta}}{\partial\theta}=-\frac32\,\sigma_{r\theta}. \label{link}
\end{equation}
The hoop stress is thus stationary on rays that carry no shear stress in the singular field. Setting (\ref{shear}) to zero gives either $\cos(\theta/2)=0$, which is a crack face with zero hoop stress, or
\[
\cos\theta=\frac13,\qquad \theta=\pm70.53^\circ .
\]
For $K_{II}>0$, equation (\ref{hoop}) is positive throughout $-\pi<\theta<0$ and negative throughout $0<\theta<\pi$. It vanishes at both ends of the first interval and has one stationary point inside, which must be the maximum:
\[
\boxed{\theta_0=-\arccos\frac13=-70.53^\circ}
\]
The other root is the strongest compression. Reversing the sign of $K_{II}$ exchanges the two, so the size of the kink angle stays the same and its side changes.

The second derivative confirms the choice. Write $h=-\tfrac32\sin\theta\cos(\theta/2)$ for the hoop factor. At $\theta_0$, $\sin\theta_0=-2\sqrt2/3$ and $\cos(\theta_0/2)=\sqrt{2/3}$. In differentiating (\ref{shear}), the term containing $3\cos\theta_0-1$ drops out, and (\ref{link}) gives
\[
h''(\theta_0)=-\frac32\cdot\frac12\cos\frac{\theta_0}{2}\,(-3\sin\theta_0)
=-\frac32\cdot\frac{2}{\sqrt3}=-\sqrt3<0 .
\]

A uniform shear $\tau$ without a crack has hoop stress $-\tau\sin2\theta$, whose maximum on the lower side ahead is at $-45^\circ$. The steeper angle belongs to the field that the crack itself creates.

The criterion does not select the largest tension of any orientation. On the lower face, $\sigma_{rr}=r^{-1/2}(\tfrac32f+f'')$ with $f(-\pi)=0$ and $f''(-\pi)=-2B$, so $\sigma_{rr}=2K_{II}/\sqrt{2\pi r}$. This exceeds the greatest hoop stress found below, but it pulls parallel to the crack and cannot open a radial kink.

\subsection*{(c) The onset of growth}

At the kink angle,
\[
h(\theta_0)=-\frac32\left(-\frac{2\sqrt2}{3}\right)\sqrt{\frac23}=\frac{2}{\sqrt3}=1.155 .
\]
The condition $K_{II}h(\theta_0)=K_{Ic}$ gives
\begin{equation}
K_{II}=\frac{\sqrt3}{2}K_{Ic}=0.866\,K_{Ic}. \label{onset}
\end{equation}

\subsection*{(d) Shear combined with opening}

The opening field follows from the even function $f=A\cos(3\theta/2)+C\cos(\theta/2)$. It vanishes at $\theta=\pi$, and $f'(\pi)=\tfrac32A-\tfrac12C=0$ gives $C=3A$. Thus $f=4A\cos^3(\theta/2)$. With $\sigma_{\theta\theta}(r,0)=K_I/\sqrt{2\pi r}$, this adds
\[
\frac{K_I}{\sqrt{2\pi r}}\cos^3\frac{\theta}{2}
\quad\text{to }\sigma_{\theta\theta},\qquad
\frac{K_I}{2\sqrt{2\pi r}}\sin\theta\cos\frac{\theta}{2}
\quad\text{to }\sigma_{r\theta}.
\]
For $K_{II}=0$ the hoop stress peaks at $\theta=0$ with factor 1, which agrees with the meaning of $K_{Ic}$. Relation (\ref{link}) holds for any $f$ with $\lambda=1/2$, so the stationary rays obey
\[
K_I\sin\theta+K_{II}(3\cos\theta-1)=0 .
\]
Put $t=\tan(\theta/2)$, so that $\sin\theta=2t/(1+t^2)$ and $\cos\theta=(1-t^2)/(1+t^2)$. Multiplication by $(1+t^2)/2$ gives $2K_{II}t^2-K_It-K_{II}=0$. The root on the tensile side is
\begin{equation}
\tan\frac{\theta}{2}=\frac{K_I-\sqrt{K_I^2+8K_{II}^2}}{4K_{II}} .\label{mixed}
\end{equation}
For $K_I=0$ it is $-1/\sqrt2$, which is again $-70.53^\circ$. For $K_{II}\ll K_I$, the root expands as $\sqrt{K_I^2+8K_{II}^2}\approx K_I+4K_{II}^2/K_I$, so $\theta\approx-2K_{II}/K_I$ and the crack runs nearly straight.

\subsection*{(e) A crack in a glass package core}

\paragraph{From remote shear to $K_{II}$.}
Let the crack occupy $|x|<a$, $y=0$ in a sheet much larger than $a$, under remote shear $\tau$. With $z=x+iy$ and $Z=\tau z/\sqrt{z^2-a^2}$, take
\[
\sigma_{xx}=2\,\mathrm{Im}Z+y\,\mathrm{Re}Z',\quad
\sigma_{yy}=-y\,\mathrm{Re}Z',\quad
\sigma_{xy}=\mathrm{Re}Z-y\,\mathrm{Im}Z'.
\]
Because $\partial_xZ=Z'$ and $\partial_yZ=iZ'$, the terms of $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}$ and of $\partial_x\sigma_{xy}+\partial_y\sigma_{yy}$ cancel. The sum $\sigma_{xx}+\sigma_{yy}=2\,\mathrm{Im}Z$ is harmonic, as compatibility demands. On the crack $Z$ is imaginary, so the faces are free. Far away $Z=\tau+O(z^{-2})$: the shear is $\tau$, and the missing $1/z$ term means that the displacement is single-valued. At $z=a+\zeta$ with small $\zeta$,
\[
Z\approx\tau\sqrt{\frac{a}{2\zeta}}=\frac{\tau\sqrt{\pi a}}{\sqrt{2\pi\zeta}},
\qquad K_{II}=\tau\sqrt{\pi a}.
\]
Maximising the hoop stress of this complete field at $r/a=10^{-6}$ gives $-70.5287^\circ$, in agreement with (b).

\paragraph{Critical load.}
From (\ref{onset}), $K_{II}=0.866\times0.75=0.650\ \mathrm{MPa\sqrt m}$. Since $\sqrt{\pi a}=7.93\times10^{-3}\ \mathrm{m^{1/2}}$,
\[
\tau_c=\frac{0.650}{7.93\times10^{-3}}\ \mathrm{MPa}\approx82\ \mathrm{MPa}.
\]
At $r=100$ nm the largest hoop stress is then 944 MPa. It reaches $\sigma_c$ at the process distance
\[
r_c=\frac{1}{2\pi}\left(\frac{K_{Ic}}{\sigma_c}\right)^2
=\frac{(1.5\times10^{-4})^2}{2\pi}\ \mathrm{m}=3.6\ \mathrm{nm}.
\]

\paragraph{Finite distance from the tip.}
Here $r_c/a=1.8\times10^{-4}$, and the complete field peaks at $-70.51^\circ$, so within linear elasticity the singular term suffices. The hoop stress at $r_c$ is about 7\% of a modulus near 70 GPa, however, so $r_c$ is only a rough scale. The tension along the lower face is $\sqrt3$ times larger and exceeds $\sigma_c$ out to $3r_c$; the criterion does not consider cracks that might start there. At $r/a=0.001$, $0.01$ and $0.1$ the peak lies at $-70.44^\circ$, $-69.63^\circ$ and $-62.5^\circ$. A material whose process distance is a tenth of the crack half-length is outside the range of the result.

\paragraph{Some opening.}
If remote equal biaxial tension of $0.1\tau$ accompanies the shear, then $K_I=0.1K_{II}$. Equation (\ref{mixed}) gives $\tan(\theta/2)=(0.1-\sqrt{8.01})/4=-0.683$, or $\theta=-68.6^\circ$. The critical shear falls to 78 MPa, because the opening adds to the hoop stress.

\paragraph{Stress parallel to the crack.}
A uniform $\sigma_{xx}=T$ leaves $K_{II}$ unchanged but adds $T\sin^2\theta$ to the hoop stress. With $q=T\sqrt{2\pi r_c}/K_{II}$, the maximum of $h+q\sin^2\theta$ shifts by $\delta$, where to first order $h''(\theta_0)\delta+q\sin2\theta_0=0$. Since $\sin2\theta_0=-4\sqrt2/9$,
\[
\delta=-\frac{4\sqrt6}{27}\,q .
\]
For $T=50$ MPa, $q=0.0115$ and $\delta=-0.24^\circ$. Halving the uncertain strength $\sigma_c$ would double $\sqrt{r_c}$, and with it this shift.

\paragraph{Closed faces with friction.}
Suppose a pressure $p=20$ MPa presses the faces together and their friction coefficient is $\mu=0.3$. Sliding faces transmit $\mu p=6$ MPa. Subtracting the uniform stress state that they transmit leaves a free crack under $\tau-\mu p$, so the critical shear rises to 88 MPa. The uniform part changes the hoop stress by at most $p+\mu p=26$ MPa, small beside $\sigma_c=5$ GPa at $r_c$.

\paragraph{Nonuniform shear.}
Near a via the shear varies. Let it be $\tau(1+gx/a)$ along the crack line before the crack is introduced. The linear part is solved by $Z=\tau g(z^2-a^2/2)/(a\sqrt{z^2-a^2})$: it is imaginary on the crack and tends to $\tau gz/a$ without a $1/z$ term. At the right tip its numerator is $a^2/2$, where the uniform solution, written over the same denominator, has $a^2$. Hence $K_{II}=\tau\sqrt{\pi a}\,(1+g/2)$. For $g=0.2$ the factor is 1.10, and a mid-crack shear of 74 MPa suffices. This is a mild gradient: the elastic stress around a long, round via falls as $1/r^2$ with distance $r$ from its axis, so the traction on the crack line changes over a half-length by about $2a/r$ of its size, which is 0.2 at $r=200\ \mu$m and larger closer in; at that distance the stress of a via a few tens of micrometres in radius is only a few to about ten MPa. If only the shear varies, the angle of the singular field is unchanged. The field of a via is not of this kind: for a crack at $45^\circ$ to the radius, in pure shear at its centre, shear and normal stress both vary by about $\sqrt2\,a/r$, so one tip opens and the other is pressed shut. At the opening tip the angle shifts by one to two degrees at $r=200\ \mu$m and by several degrees at $60\ \mu$m.

\paragraph{Moisture.}
Glass can grow cracks slowly in moist air below $K_{Ic}$. If growth begins at a rough $0.4K_{Ic}$, the required shear drops to 33 MPa. Of the neglected effects estimated here, this one changes the load most. Within the same criterion it leaves the angle of the singular field as it was.

\paragraph{The kink's own field.}
The criterion uses the stress before the kink exists. A short kink disturbs that stress, and its new tip need not be free of shear at $\theta_0$. A separate calculation represented crack and kink by edge dislocations, with free faces and no contact condition. It sought the angle at which the new tip has no shear intensity. The result was $-76.7^\circ$ for a kink of length $0.02a$ and $-77.3^\circ$ for $0.005a$. The second value rests on only 20 kink elements and is about $0.2^\circ$ too steep; a converged solution gives $-77.2^\circ$. For a vanishing kink the angle tends to $-77.3^\circ$, which is $6.8^\circ$ steeper than $\theta_0$. The opening intensity at such a tip is about $1.23K_{II}$, against the hoop factor 1.155, so setting it equal to $K_{Ic}$ lowers the critical shear from 82 to about 77 MPa. Halving the number of elements on the parent crack, with the number of kink elements reduced in proportion, moved the first value by $0.1^\circ$. A rule that demands a shear-free kink tip therefore predicts a different angle: $70.5^\circ$ is the consequence of the hoop-stress postulate, and its uncertainty as a forecast is several degrees.

\paragraph{Relation to real packages.}
Copper expands more than glass by roughly $10^{-5}$ per kelvin. Over 200 K, with a modulus near 70 GPa, the elastic stress scale is about 140 MPa, so a local shear of tens of MPa is plausible close to a via. Whether it reaches the 82 MPa required above depends on the via radius, the expansion mismatch and the distance; next to the via it can exceed the 33 MPa estimated for moist air. It decays with distance from the via, and yielding of the copper limits it. A via generally also puts normal stress on a nearby crack, so pure mode II is an idealisation there. A half-length of 20 $\mu$m is a large flaw. At 5 $\mu$m the critical shear doubles, because $\tau_c\propto a^{-1/2}$. Among the neglected effects, with the numbers used here, moisture matters most for the load and the choice of criterion most for the angle. A larger opening part would change the second ranking: for $K_I=0.5K_{II}$, equation (\ref{mixed}) gives $-61.3^\circ$, a shift of $9.2^\circ$. The toughness should be that at the temperature of use, since $\tau_c$ is proportional to it.

The angle applies to a crack inside one isotropic material. In silicon, cleavage planes can favour another direction. A delamination crack lies between two materials, whose elastic mismatch changes the tip field, and a weak interface can hold the crack in its plane even when the hoop stress is larger elsewhere. For such a crack, the toughness of the interface must be compared with that of the adjoining material before a kink is predicted. The numerical output below lists the inputs and main results of the worked example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
singular exponent lambda: 0.5000
kink angle, formula: -70.5288 deg
kink angle, complete field at r/a=1e-6: -70.5287 deg
kink angle for reversed shear: 70.5287 deg
peak hoop factor: 1.15470
second derivative of hoop factor: -1.7320
tension factor along lower face: 2.0000
critical K_II/K_Ic: 0.86603
hoop, shear factors at -150.0 deg: 0.1941, -0.4656
hoop, shear factors at -110.0 deg: 0.8085, -0.5811
hoop, shear factors at -70.5 deg: 1.1547, -0.0000
hoop, shear factors at -30.0 deg: 0.7244, 0.7718
hoop, shear factors at 0.0 deg: -0.0000, 1.0000
hoop, shear factors at 70.5 deg: -1.1547, -0.0000
peak angle at r/a=0.1: -62.499 deg
peak angle at r/a=0.01: -69.634 deg
peak angle at r/a=0.001: -70.439 deg
INPUT half-length: 20.0 um
INPUT toughness: 0.75 MPa sqrt(m)
INPUT local strength: 5.0 GPa
critical K_II: 0.6495 MPa sqrt(m)
critical remote shear, formula: 81.94 MPa
critical remote shear, complete field: 81.95 MPa
process distance r_c: 3.58 nm; r_c/a: 1.79e-04
peak angle at r_c: -70.5127 deg
peak hoop stress at r=100 nm: 944 MPa
INPUT opening/shear load: 0.10
kink angle with opening: -68.63 deg
critical shear with opening: 78.19 MPa
INPUT parallel stress T: 50 MPa
T sqrt(2 pi r_c)/K_II: 0.01155
angle shift by T, complete field: -0.238 deg
angle shift by T, first order: -0.240 deg
INPUT closing pressure: 20 MPa; friction coefficient: 0.3
critical shear with friction: 87.94 MPa
INPUT shear gradient per half-length: 0.20
K_II factor at the more loaded tip: 1.100
critical mid-crack shear with gradient: 74.49 MPa
INPUT moist growth level / toughness: 0.4
shear for growth in moist air: 32.78 MPa
shear-free kink, length 0.02a, coarse: -76.83 deg
shear-free kink, length 0.02a, fine: -76.74 deg
shear-free kink, length 0.005a: -77.34 deg
steeper than hoop-stress angle by: 6.8 deg
\end{verbatim}
